\section*{Scattering by a Vertical Charge Pair near a Transistor Channel}

\section{The problem}

An electron moves freely in the plane $z=0$ inside a uniform, isotropic dielectric of relative permittivity $\varepsilon$. A fixed charge $-e$ lies at height $z_0$ above the plane. A second fixed charge, $+e$, lies directly above the first at height $z_0+d$, with $d=0.5$ nm. The electron is scattered elastically from in-plane wave vector $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$, with $q=|\mathbf q|=0.3\ \mathrm{nm^{-1}}$.

To first order in the potential, what is the squared matrix element of the pair, as a fraction of the squared matrix element that the nearer charge would have alone? Does the answer depend on $z_0$ or on $\varepsilon$?

Such pairs are a simple model of the dipoles that can form at the interface between two insulators in a transistor gate stack. For numbers that need more than $q$ and $d$, take $\varepsilon=8$ and $z_0=2$ nm.

\section{A tempting solution, which is wrong}

A single charge of magnitude $e$ at height $z$ has a matrix element of magnitude
\begin{equation}
|M(z)|=\frac{1}{A}\,\frac{e^2}{2\varepsilon_0\varepsilon q}\,e^{-qz},
\label{eq:single}
\end{equation}
where $A$ is the area in which the plane waves are normalized. The scattering rate depends on the square, so the sign of the charge drops out. Each charge therefore contributes a positive amount, and the two are added:
\begin{equation}
\frac{|M(z_0)|^2+|M(z_0+d)|^2}{|M(z_0)|^2}=1+e^{-2qd}=1.74 .
\label{eq:wrong}
\end{equation}
On this reasoning the second charge raises the scattering by 74 percent.

\section{Where the fault lies}

Equation \eqref{eq:single} is correct; it is derived below. The fault is in the addition. The electron feels one potential energy, $U=U_1+U_2$, and the matrix element is linear in it, so $M=M_1+M_2$. The square is
\begin{equation}
|M_1+M_2|^2=|M_1|^2+|M_2|^2+2\,\mathrm{Re}(M_1^*M_2).
\end{equation}
The tempting solution drops the last term. That term depends on the relative sign of the charges and on their relative position. For opposite charges one above the other it is negative, and when $qd$ is small, as here, it is nearly as large as the other two together.

A quick check exposes the error. As $d\to0$ the charges coincide and neutralize each other, so the scattering must vanish. Equation \eqref{eq:wrong} gives 2 instead.

\section{The right solution}

\subsection{The matrix element of one charge}

With plane waves $A^{-1/2}e^{i\mathbf k\cdot\mathbf r}$, where $\mathbf r$ is the in-plane position,
\begin{equation}
M=\frac1A\int d^2r\;e^{-i\mathbf k'\cdot\mathbf r}\,U(\mathbf r,0)\,e^{i\mathbf k\cdot\mathbf r}
=\frac1A\,\tilde U(q,0),
\end{equation}
\begin{equation}
\tilde U(q,z)=\int d^2r\;e^{-i\mathbf q\cdot\mathbf r}\,U(\mathbf r,z).
\end{equation}

Put the charge $-e$ at $\mathbf r=0$, $z=z_c$. Its electrostatic potential $\phi$ obeys $-\varepsilon_0\varepsilon\nabla^2\phi=-e\,\delta^2(\mathbf r)\,\delta(z-z_c)$. The electron's energy is $U=-e\phi$. Multiplying the equation by $-e$ gives
\begin{equation}
-\varepsilon_0\varepsilon\nabla^2U=e^2\,\delta^2(\mathbf r)\,\delta(z-z_c).
\end{equation}
In the transform, each in-plane derivative becomes a factor $iq_x$ or $iq_y$ after integration by parts, so the in-plane part of $\nabla^2$ becomes $-q^2$:
\begin{equation}
\frac{d^2\tilde U}{dz^2}-q^2\tilde U=-\frac{e^2}{\varepsilon_0\varepsilon}\,\delta(z-z_c).
\label{eq:ode}
\end{equation}
Away from $z_c$ the solutions are $e^{\pm qz}$. The potential must decay on both sides and be continuous at $z_c$, hence $\tilde U=Ce^{-q|z-z_c|}$. Integrating \eqref{eq:ode} across $z_c$ fixes $C$. The slope is $-qC$ just above and $+qC$ just below, so
\begin{equation}
-qC-qC=-\frac{e^2}{\varepsilon_0\varepsilon}
\quad\Longrightarrow\quad
C=\frac{e^2}{2\varepsilon_0\varepsilon q}.
\end{equation}
At the channel, $|z-z_c|=z_c$, which reproduces \eqref{eq:single}. The exponential means that a lateral ripple of wave number $q$ in the potential dies out over a height $1/q$, here 3.3 nm.

\subsection{The pair}

The farther charge has the opposite sign, so its transform is negative. It has the same lateral position, so there is no relative phase. Adding amplitudes,
\begin{align}
\tilde U_{\rm pair}
&=C e^{-qz_0}-C e^{-q(z_0+d)}\notag\\
&=C e^{-qz_0}\left(1-e^{-qd}\right).
\end{align}
The prefactor is the transform for the nearer charge alone. Dividing by it and squaring,
\begin{equation}
R\equiv\frac{|M_{\rm pair}|^2}{|M_{\rm near}|^2}=\left(1-e^{-qd}\right)^2 .
\label{eq:R}
\end{equation}
Both $z_0$ and $\varepsilon$ have cancelled. Exchanging the two signs reverses $M_{\rm pair}$ and leaves $R$ unchanged.

\subsection{The numbers}

Here $qd=0.3\times0.5=0.15$ and $e^{-0.15}=0.8607$, so
\begin{equation}
R=(1-0.8607)^2=(0.1393)^2=0.0194 .
\end{equation}
The pair has about 2 percent of the nearer charge's squared matrix element.

The absolute values show the cancellation. With $e^2/\varepsilon_0=18.095$ eV nm, the nearer charge gives
\begin{equation}
A M_{\rm near}=\frac{18.095}{2\times8\times0.3}\,e^{-0.6}=2.069\ \mathrm{eV\,nm^2}.
\end{equation}
The farther charge gives $-1.781\ \mathrm{eV\,nm^2}$, and the sum is $0.288\ \mathrm{eV\,nm^2}$. The amplitude falls to 14 percent; squaring turns this into 2 percent.

\section{Two limits}

Let $x=qd$. For small $x$, $1-e^{-x}=x-x^2/2+x^3/6-\dots$, and squaring gives
\begin{align}
R&=x^2-x^3+\left(\tfrac14+\tfrac13\right)x^4-\dots\notag\\
&=x^2\left(1-x+\tfrac{7}{12}x^2-\dots\right).
\end{align}
The leading term is the result for a point dipole of moment $ed$ placed at the nearer charge. It gives 0.0225 here, which is 16 percent above the value from \eqref{eq:R}. The three terms shown give 0.01942. A dipole placed there overestimates because it extends the slope of the potential at the nearer charge over the whole distance $d$, whereas the exponential flattens with height. Placed midway between the charges, the same point dipole gives $x^2e^{-x}=0.0194$, within 0.2 percent of the exact ratio.

For $qd\gg1$, $R\to1$. The farther charge is then too remote to cancel the ripple made by the nearer one. The suppression thus belongs to small momentum transfers, and a pair scatters through large angles relatively better than through small ones.

\section{When adding squares is right}

Suppose the farther charge is displaced sideways by $\mathbf s$. Shifting the integration variable multiplies its transform by $e^{-i\mathbf q\cdot\mathbf s}$. With $a=e^{-q\,\Delta z}$ for vertical separation $\Delta z$, the ratio becomes
\begin{equation}
\left|1-a\,e^{-i\mathbf q\cdot\mathbf s}\right|^2
=1+a^2-2a\cos(\mathbf q\cdot\mathbf s).
\label{eq:shift}
\end{equation}
If the two charges are placed independently over a large area, the cosine averages to zero and $1+a^2$ remains. With $\Delta z=0.5$ nm this is the 1.74 of the tempting solution. That solution therefore answers a different question, about two unrelated layers of charge. Its result is 90 times that of the vertical pair, with the same charges at the same heights. The whole difference comes from the correlation between their lateral positions.

The same argument justifies adding the squares of different pairs when the pairs are scattered at random: the phases between pairs average out, while those within a pair do not. It also shows how sensitive the suppression is to missing partners. If a fraction $f$ of randomly placed near charges has no partner, the mean ratio is $(1-f)R+f$. For $f=0.02$ this is $0.019+0.020=0.039$, twice the value for complete pairs.

A small tilt does much less. Averaging \eqref{eq:shift} over the direction of $\mathbf s$ replaces the cosine by the Bessel function $J_0(qs)=(2\pi)^{-1}\int_0^{2\pi}\cos(qs\cos\alpha)\,d\alpha$. Since $J_0(qs)\approx1-q^2s^2/4$ for small $qs$,
\begin{equation}
1+a^2-2aJ_0(qs)\approx q^2\left(\Delta z^2+\tfrac12s^2\right)
\end{equation}
to leading order. In this average, the square of a lateral displacement counts half as much as the square of a vertical one. Tilting the pair by $30^\circ$ at fixed length 0.5 nm therefore lowers the direction-averaged ratio, from 0.0194 to 0.0173 with the full expression. For a single pair tilted along $\mathbf q$, \eqref{eq:shift} gives a slight rise instead, to 0.0198.

\section{What else cancels at fixed $q$}

\textbf{Channel thickness.} Let the electron have a probability density $\rho(u)$ at depth $u$ below a surface, with the nearer charge at height $h$ above that surface. The two amplitudes are then
\begin{equation}
C e^{-qh}F\quad\text{and}\quad -C e^{-q(h+d)}F,\qquad F=\int_0^\infty\rho(u)\,e^{-qu}\,du .
\end{equation}
The factor $F$ is common, and $R$ is unchanged. This requires the whole density to lie on one side of both charges. For $\rho=\tfrac12b^3u^2e^{-bu}$, $F=[b/(b+q)]^3$. With mean depth $3/b=1$ nm and $h=1$ nm, the nearer charge gives $2.098\ \mathrm{eV\,nm^2}$, close to the thin-sheet value, and the ratio is again 0.0194.

\textbf{Screening by the channel.} A potential energy $\tilde U$ in the sheet changes the electron density by $-D\tilde U$, with $D=\partial n/\partial\mu$ in the static, long-wavelength limit. By the same Poisson solution, this density adds $-CD\tilde U$ to the energy in the plane. Hence
\begin{equation}
\tilde U=\tilde U_{\rm bare}-CD\tilde U
\quad\Longrightarrow\quad
\tilde U=\frac{\tilde U_{\rm bare}}{1+q_s/q},\qquad
q_s=\frac{e^2D}{2\varepsilon_0\varepsilon}.
\end{equation}
For $10^{12}\ \mathrm{cm^{-2}}$ electrons at 300 K, all taken to be in one subband with mass $0.19\,m_0$ and two equivalent valleys, $q_s=0.388\ \mathrm{nm^{-1}}$. This includes Fermi statistics, which reduce $D$ to 0.89 of its Boltzmann value $n/k_BT$. In a real silicon inversion layer at this density and temperature, higher subbands and the other valleys are also occupied unless the depletion charge is large. $D$ then lies closer to $n/k_BT$, and $q_s$ is up to about 10 percent larger. Each amplitude is multiplied by $1/(1+0.388/0.3)=0.436$, and $R$ stays at 0.0194.

\section{From one $q$ to momentum relaxation}

Mobility involves all scattering angles. In elastic scattering through an angle $\theta$, $q=2k\sin(\theta/2)$. An electron of energy $k_BT$ at 300 K, with the mass above, has $k=0.359\ \mathrm{nm^{-1}}$, so $q=0.3\ \mathrm{nm^{-1}}$ corresponds to $\theta=49^\circ$. The momentum-relaxation rate weights each squared matrix element by the loss of forward momentum,
\begin{equation}
1-\cos\theta=2\sin^2(\theta/2)=\frac{q^2}{2k^2}.
\end{equation}
For bare charges this cancels the $1/q^2$ in $|M|^2$. The ratio of the two rates is then an average of $R(q)$ over angle:
\begin{equation}
\frac{\int_0^\pi R(q)\,w(q)\,d\theta}{\int_0^\pi w(q)\,d\theta},
\qquad w=e^{-2qz_0}.
\end{equation}
For $z_0=2$ nm it is 0.021. For an electron of energy $k_BT$ at 400 K it is 0.023, because larger $q$ become accessible.

With screening at 300 K the ratio is 0.044, although screening leaves $R$ unchanged at every $q$. This number uses the long-wavelength $q_s$ at all angles, which is an approximation, because the electrons respond less strongly at larger $q$. With the $q$-dependent static response at 300 K, $q_s$ falls to about $0.23\ \mathrm{nm^{-1}}$ at $q=2k$ and the ratio rises to 0.046. Screening multiplies $w$ by $q^2/(q+q_s)^2$, which grows with $q$. The average is thereby shifted towards large $q$, where $R$ is larger. Both rates fall, but that of the single charge falls more.

These are ratios of rates at one energy for one mechanism. A mobility also needs an average over energies and the other scattering processes, including remote phonons, which are not part of this model.

\section{Where the 2 percent fails: a layered stack}

Now let the permittivity $\varepsilon(z)$ vary in steps. The amplitude at the channel due to a charge at $z'$ equals the amplitude at $z'$ due to the same charge at the channel. To see this, take two solutions $g_1,g_2$ of $-(\varepsilon g')'+\varepsilon q^2g=\delta$ with sources at $z_1,z_2$. Multiply each equation by the other solution, subtract and integrate. The left side is a boundary term that vanishes, leaving $g_2(z_1)=g_1(z_2)$.

So the dependence on source height, $\psi(z')$, obeys $\psi''=q^2\psi$ in each layer above the channel, with $\psi$ and $\varepsilon\psi'$ continuous. Let an oxide of permittivity $\varepsilon_o$ meet a high-permittivity layer $\varepsilon_h$ at $z_i$, and let a metal gate lie a distance $t$ above $z_i$. With $\psi(z_i)=1$ and $\psi=0$ at the gate,
\begin{equation}
\psi=\frac{\sinh q(z_i+t-z')}{\sinh qt}\qquad(z'>z_i).
\end{equation}
Its slope at $z_i$ is $-q\coth qt$. In the oxide the slope there must be $\varepsilon_h/\varepsilon_o$ times larger, which gives
\begin{equation}
\psi=\cosh v+\frac{\varepsilon_h}{\varepsilon_o}\coth(qt)\,\sinh v,
\quad v=q(z_i-z')\qquad(z'<z_i).
\end{equation}
The ratio is $[1-\psi(\text{far})/\psi(\text{near})]^2$, relative to the nearer charge at the same place in the same stack.

Take rough permittivities 11.7 for silicon, 3.9 for silicon oxide and 20 for hafnium oxide. The channel plane lies 1 nm below the silicon surface and the oxide is 1 nm thick. Without a gate, $t\to\infty$ and $\coth qt\to1$. For a pair just below the interface, $v=0.15$ at the nearer charge and
\begin{equation}
\psi=1.011+\frac{20}{3.9}\times0.1506=1.783,\quad
R_{\rm stack}=\left(1-\frac{1}{1.783}\right)^2=0.193 .
\end{equation}
The results at $q=0.3\ \mathrm{nm^{-1}}$, with the gate case using $t=3$ nm, are:

\begin{center}
\begin{tabular}{lcc}
Position of the pair & no gate & gate\\
just above the interface & 0.019 & 0.040\\
centred on the interface & 0.110 & 0.174\\
just below the interface & 0.193 & 0.272
\end{tabular}
\end{center}

Above the interface and without a gate, $\psi$ is a pure exponential and the uniform result survives, even though the layers below differ. In the oxide, continuity of $\varepsilon\psi'$ makes the potential vary more steeply, so the two charges cancel less well. A gate steepens the fall further, because it holds the potential at zero. It also removes the vanishing of the ratio at small $q$. As $q\to0$, $\psi$ becomes linear in each layer, and the ratio tends to $(d/t)^2=0.028$ above the interface, 0.13 centred on it and 0.21 below it.

\section{The model and a real gate stack}

The example borrows its scales from a silicon channel under a thin silicon oxide and hafnium oxide. The layer thicknesses are of the usual nanometre scale, but $10^{12}\ \mathrm{cm^{-2}}$ is a low density for a strongly turned-on channel. In a conventional silicon inversion layer at that density and 300 K, the mean depth of the electrons is typically greater than the 1 nm assumed here, by an amount that depends on the depletion charge in the silicon. A greater depth leaves the ratios at fixed $q$ unchanged but lowers the averages over angle. The uniform value $\varepsilon=8$ is only illustrative. It cancels in $R$, but not in the absolute matrix elements and energies. For the positions considered, the layered stack gives smaller values for the nearer charge than $\varepsilon=8$ does at the same height. For a pair centred on the interface or just below it, the values are larger, because the two charges cancel less well. Real stacks break the assumption of uniformity. In the layered model this moves the fraction from 2 percent to as much as 27 percent for the positions considered, a factor of 14. Even those values are rough, since 0.5 nm is close to atomic spacings, where a sharp step in permittivity is itself an idealization.

The first-order treatment also needs care. Directly below the nearer charge, its bare potential energy is 0.090 eV, or $3.5\,k_BT$ at 300 K; for the pair it is 0.018 eV, or $0.7\,k_BT$. For the single charge this is not small, so the first-order result cannot be taken for granted. Screening reduces both energies, but higher-order scattering could still change the ratio of actual rates. Unlike the first-order result, it depends on whether the nearer charge repels or attracts the electron. For the screened thin sheet with the long-wavelength $q_s$ and an electron of energy $k_BT$, a partial-wave solution gives a momentum-relaxation ratio of about 0.040 when the nearer charge repels and about 0.07 when it attracts, against 0.044 to first order. At $q=0.3\ \mathrm{nm^{-1}}$ the ratio becomes about 0.023 and 0.026, against 0.019. The 2 percent is a statement about first-order matrix elements in a uniform dielectric at $q=0.3\ \mathrm{nm^{-1}}$. The numerical output lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Momentum transfer q = 0.30 1/nm
Pair separation d = 0.50 nm
Nearer-charge distance z0 = 2.00 nm
Uniform relative permittivity = 8.0
e^2/eps0 = 18.0951 eV nm
q d = 0.1500
exp(-q d) = 0.860708
Pair/nearer amplitude = 0.139292
Nearer matrix element x area = 2.06892 eV nm^2
Farther magnitude x area = 1.78074 eV nm^2
Pair matrix element x area = 0.28818 eV nm^2
Squared ratio, formula = 0.019402 = 1.940 percent
Squared ratio, real-space integral = 0.019402
Point-dipole estimate = 0.022500
Three-term series = 0.019420
Point-dipole excess = 15.97 percent
Thick channel: mean depth = 1.00 nm
Thick channel: surface to charge = 1.00 nm
Thick-channel nearer element = 2.09823 eV nm^2
Thick-channel squared ratio = 0.019402
Temperature = 300 K; kT = 0.02585 eV
Sheet density = 1.00e+12 1/cm^2
In-plane mass = 0.19 m0; valleys = 2
Screening wave number = 0.3882 1/nm
Screening amplitude factor = 0.4359
Degeneracy factor in screening = 0.8875
Screened squared ratio = 0.019402
Thermal wave number = 0.3591 1/nm
Scattering angle at energy kT = 49.39 deg
Relaxation ratio, bare, 300 K = 0.021076
Relaxation ratio, screened, 300 K = 0.043595
Hot case = 400 K; k = 0.4146 1/nm
Relaxation ratio, bare, hot case = 0.023128
Tilt = 30 deg; squared ratio = 0.017309
Independent positions: squared ratio = 1.740818
Independent/vertical-pair ratio = 89.72
Stack permittivities = 11.7, 3.9, 20.0
Stack oxide thickness = 1.00 nm
Stack high-k thickness with gate = 3.00 nm
Pair above interface, no gate: ratio = 0.01940
Pair above interface, with gate: ratio = 0.03957
Pair across interface, no gate: ratio = 0.10989
Pair across interface, with gate: ratio = 0.17387
Pair below interface, no gate: ratio = 0.19296
Pair below interface, with gate: ratio = 0.27180
Largest stack ratio / uniform ratio = 14.01
Peak bare energy, nearer charge = 0.09000 eV
Peak bare energy, pair = 0.01800 eV
Peak energy / kT: nearer = 3.481
Peak energy / kT: pair = 0.696
\end{verbatim}
